Drift and diffusion terms of the Brews charge-sheet drain current

An n-channel MOS transistor has a p-type body with uniform acceptor density N, an oxide of thickness t, a channel of width W and length L, and a constant electron mobility μ. The source lies at x = 0 and the drain at x = L; y is the depth below the oxide interface. The body is tied to the source.

The algebra uses atomic units, e = ħ = mₑ = 4πε₀ = 1, so a potential and the corresponding energy are the same number. The thermal energy is θ, the relative permittivities are κₛ (body) and κₒ (oxide), and the intrinsic density is nᵢ. The potential ψ(x,y) is measured from the neutral deep body, and ψₛ(x) is its value at the interface. The gate-body voltage minus the flat-band voltage is u; fixed oxide charge is absorbed in the latter.

Assume Boltzmann carriers, no recombination and no hole current. The channel is long enough for ∂²ψ/∂x² to be neglected in Poisson's equation (the gradual-channel approximation). The electron quasi-Fermi level is shifted from that of the holes by V(x), independent of depth, with V = 0 at the source and V = V_D at the drain.

**(a) Find the equation that fixes the surface potential for given u and V.**

The hole density is N exp(−ψ/θ) and the electron density is

n = N r exp[(ψ − V)/θ], r = (nᵢ/N)².

The charge density that vanishes in the deep body for every V is

ρ = N[exp(−ψ/θ) − 1] − N r exp(−V/θ)[exp(ψ/θ) − 1].

The last "−1" adjusts the fixed charge by at most rN, which is negligible. Poisson's equation is d²ψ/dy² = −4πρ/κₛ. Multiply it by dψ/dy and integrate from the deep body, where ψ and the field E = −dψ/dy vanish:

E²/2 = −(4π/κₛ) ∫₀^ψ ρ(ψ′) dψ′.

The integral of each exponential is elementary, and

E = √(8πN/κₛ) F(ψ,V),

F² = ψ + θ[exp(−ψ/θ) − 1] + r exp(−V/θ){θ[exp(ψ/θ) − 1] − ψ}.

The displacement is continuous at the interface, so κₒ(u − ψₛ)/t = κₛEₛ. Divide by 4π and define

C = κₒ/(4πt), γ = √(κₛN/2π)/C.

Since (κₛ/4π)√(8πN/κₛ) = √(κₛN/2π) = Cγ, the condition becomes

u − ψₛ = γF(ψₛ,V).

With V = 0 its root is the source-end potential ψ₀; with V = V_D it is the drain-end potential ψ_L. The equation is implicit, so the roots are found numerically.

**(b) Treat the electrons as a sheet of zero thickness and find their number per area, nₛ, as a function of ψₛ.**

The left side of the last equation, times C, is the total negative charge per area in the body, as a positive number. It consists of ionized acceptors and electrons. A sheet of zero thickness has no potential drop across it, so all of ψₛ falls across the depletion layer below. The depletion charge then follows from F without its electron term. For ψₛ several times θ, exp(−ψₛ/θ) is negligible and

F² → ψₛ − θ.

The −θ is what remains of the holes: their density fades gradually at the depletion edge. Subtracting the depletion charge from the total gives

nₛ = C[u − ψₛ − γ√(ψₛ − θ)].

To see when the −θ matters, write A = θr exp[(ψₛ − V)/θ] for the dominant electron term of F². The condition of part (a) gives u − ψₛ = γ√(ψₛ − θ + A), hence

nₛ = Cγ[√(ψₛ − θ + A) − √(ψₛ − θ)].

In weak inversion A ≪ ψₛ − θ, and to first order

nₛ ≈ CγA/[2√(ψₛ − θ)].

When the difference formula for nₛ is used with roots of the full equation, the dropped hole term must also be small beside A. This requires A ≫ θ exp(−ψₛ/θ), which means that electrons far outnumber holes at the surface.

Had the depletion charge been written with √ψₛ, the numerator would have been A − θ. The electron density would then come out negative wherever A < θ. Since A/θ is the electron density at the surface divided by N, this covers all of weak inversion.

**(c) Derive the local current and separate it into drift and diffusion.**

Differentiate n along x at fixed depth:

∂n/∂x = (n/θ)(∂ψ/∂x − dV/dx),

n dV/dx = n ∂ψ/∂x − θ ∂n/∂x.

An electron has charge −1 and is driven toward higher potential, so its drift flux is +μn ∂ψ/∂x. Its diffusion flux is −μθ ∂n/∂x, with the diffusion constant μθ from the Einstein relation. The sum is μn dV/dx. Electrons moving from source to drain make a conventional current into the drain terminal, which is counted positive. Integrated over depth and width,

I = μW [∫ n (∂ψ/∂x) dy − θ dnₛ/dx] = μW nₛ dV/dx.

The diffusion part needs no further approximation, because the derivative can be taken outside the depth integral. In the drift part the gradient depends on depth. If all electrons sit at the interface, it takes its surface value, and

I = μW [nₛ dψₛ/dx − θ dnₛ/dx].

The sheet approximation has therefore entered twice: in the density of part (b) and in this drift gradient.

**(d) Integrate along the channel and obtain the two terms in closed form.**

Without recombination I does not depend on x. Integration from 0 to L gives

I L = μW [∫ nₛ dψₛ + θ(nₛ₀ − nₛ_L)],

where the first integral runs from ψ₀ to ψ_L, and nₛ₀ and nₛ_L are the end densities. The plus sign comes from −∫dnₛ = nₛ₀ − nₛ_L.

For the drift term insert nₛ from part (b). The three pieces are

∫ u dψ = u(ψ_L − ψ₀),

∫ ψ dψ = (ψ_L² − ψ₀²)/2,

∫ √(ψ − θ) dψ = (2/3)[(ψ_L − θ)^(3/2) − (ψ₀ − θ)^(3/2)].

Therefore

I_drift = (μWC/L){u(ψ_L − ψ₀) − (ψ_L² − ψ₀²)/2 − (2γ/3)[(ψ_L − θ)^(3/2) − (ψ₀ − θ)^(3/2)]}.

In the density difference u cancels, and the remaining signs reverse:

nₛ₀ − nₛ_L = C{ψ_L − ψ₀ + γ[√(ψ_L − θ) − √(ψ₀ − θ)]}.

Therefore

I_diff = (μWCθ/L){ψ_L − ψ₀ + γ[√(ψ_L − θ) − √(ψ₀ − θ)]},

and I = I_drift + I_diff.

Each term is the average over the channel length of the corresponding local current. Only the sum has to be the same at every x. To find the local shares, use

dnₛ/dψₛ = −Cm, m = 1 + γ/[2√(ψₛ − θ)].

The local current is I = μW(nₛ + θCm) dψₛ/dx, and its diffusion share is θCm/(nₛ + θCm). This share grows toward the drain wherever nₛ/m falls, as it does in the strong-inversion example of part (f). With a thick oxide and a high gate voltage, m can at first fall faster than nₛ in relative terms. The share then decreases away from the source, and it rises again further along only if V_D is large enough.

**(e) Examine weak inversion and saturation.**

Well inside weak inversion ψₛ hardly changes along the channel, although nₛ changes by a large factor. Over so small an interval nₛ is linear in ψₛ, and

I_drift/I_diff = [(ψ_L − ψ₀)/2θ] (nₛ₀ + nₛ_L)/(nₛ₀ − nₛ_L).

For V_D several times θ the second factor is close to one, and the ratio is small because ψ_L − ψ₀ ≪ θ. The current is then diffusion. With ψₛ nearly constant, part (b) gives nₛ ∝ exp(−V/θ), so

I ≈ (μWθ/L) nₛ₀ [1 − exp(−V_D/θ)].

Near the upper edge of weak inversion ψ_L − ψ₀ is no longer very small compared with θ, above all with a thick oxide, and drift begins to contribute.

In strong inversion a large V_D makes nₛ_L negligible. Then u = ψ_L + γ√(ψ_L − θ). With s = √(ψ_L − θ) this is s² + γs − (u − θ) = 0, whose positive root gives

ψ_L = θ + [√(γ²/4 + u − θ) − γ/2]².

V_D has dropped out, so both terms saturate. The diffusion term reaches μWθnₛ₀/L, while the drift term is set by the integral of nₛ between the two end potentials.

**(f) Evaluate the current for a model transistor in three bias states.**

The parameters are round numbers: θ = 0.025 eV, N = 10⁻⁷ Å⁻³, nᵢ = 10⁻¹⁴ Å⁻³, κₛ = 12, κₒ = 4, t = 50 Å, W = 10⁵ Å, L = 10⁴ Å and μ = 2500 Å² e/ħ. Potentials are quoted as energies. In these units e²/(4πε₀) = 14.40 eV Å must be restored in the electrostatics:

C = 4/(4π × 14.40 × 50) = 4.421×10⁻⁴ eV⁻¹ Å⁻²,

γ = √[12 × 10⁻⁷/(2π × 14.40)]/C = 0.2605 eV^(1/2).

The current is expressed as the energy ħI/e. The common factors are μW/L = 25000 Å² and μWC/L = 11.05 eV⁻¹.

Strong inversion, u = 2.0 eV and V_D = 0.5 eV. A bracketing root search on the equation of part (a) gives ψ₀ = 0.96554 eV and ψ_L = 1.42876 eV. The three pieces of the drift bracket are

0.92643 − 0.55454 − 0.13043 = 0.24146 eV²,

so I_drift = 2.669 eV. The diffusion bracket is

0.46322 + 0.2605 × (1.18480 − 0.96982) = 0.51922 eV,

and multiplication by θ and 11.05 eV⁻¹ gives I_diff = 0.1435 eV. The total is 2.812 eV, or 6.85×10⁻⁴ A. Diffusion supplies 5.1 % of it on average; the local share rises from 3.5 % at the source to nearly 10 % at the drain.

Weak inversion, u = 0.8 eV and V_D = 0.5 eV. Here ψ₀ = 0.602108 eV, and the drain end is higher by only 1.1×10⁻⁶ eV. The source density is 5.46×10⁻¹⁰ Å⁻², so

I_diff = 25000 × 0.025 × 5.46×10⁻¹⁰ = 3.41×10⁻⁷ eV,

while I_drift = 7.2×10⁻¹² eV. The total corresponds to 8.31×10⁻¹¹ A. The ratio of the terms, 2.1×10⁻⁵, agrees with (ψ_L − ψ₀)/2θ to the accuracy of the quoted difference. Leaving out the thermal shift in √(ψₛ − θ) would give a source density of −1.9×10⁻⁶ Å⁻², wrong in sign and thousands of times too large in magnitude.

The drain density in this state deserves care. The sheet formula returns 6.7×10⁻¹⁷ Å⁻², whereas nₛ₀ exp(−V_D/θ) is about 10⁻¹⁸ Å⁻². The excess is the hole term θ exp(−ψₛ/θ), kept in the root search but dropped in part (b). Multiplied by Cγ/[2√(ψₛ − θ)], it gives 6.6×10⁻¹⁷ Å⁻². It is about 10⁻⁷ of the source density and does not matter for the current.

Saturation, u = 2.0 eV and V_D = 1.5 eV. The drain end is at ψ_L = 1.66628 eV, the value given by the formula of part (e). Raising V_D to 1.6 eV moves it by about 2×10⁻¹⁴ eV. The terms are I_drift = 3.013 eV and I_diff = 0.216 eV, with a total of 3.229 eV, or 7.86×10⁻⁴ A. Diffusion supplies 6.7 %.

**(g) How large is the error of the sheet approximation, and where does the model fail?**

Part (c) supplies a reference without either sheet approximation:

I_ref = (μW/L) ∫₀^{V_D} nₛ(V) dV, nₛ(V) = ∫₀^{ψₛ} (n/E) dψ.

In the second integral the deep-body background is subtracted from n. Both integrals are evaluated by Gauss–Legendre quadrature with 240 points. The reference keeps the gradual-channel approximation, constant mobility and classical carriers, and it leaves out quantum confinement. In a real device the last three of these simplifications all matter in strong inversion; constant mobility is taken up below. At u = 2.0 eV the electron density at the source surface is N r exp(ψ₀/θ) ≈ 6×10⁻⁵ Å⁻³, above the effective density of states of silicon (about 3×10⁻⁵ Å⁻³), so Boltzmann statistics no longer hold there. The classical electron layer is also only about 10 Å deep, and confinement shifts the electrons by a comparable distance. The percentages below therefore measure the sheet approximation within the classical model, not the accuracy for a real transistor.

Relative to this reference the sheet current is low by 2.3 % in weak inversion, 2.6 % in strong inversion and 2.7 % in saturation.

In weak inversion the error lies in the density. With E ∝ √(ψ − θ), one integration by parts gives

∫ exp(ψ/θ)(ψ − θ)^(−1/2) dψ ≈ θ exp(ψₛ/θ)(ψₛ − θ)^(−1/2) [1 + θ/(2(ψₛ − θ))].

The leading term is the sheet density of part (b). The correction is 0.025/(2 × 0.577) = 2.2 %, close to the difference found.

In strong inversion most of the deficit is in the drift term: 2.669 eV against 2.743 eV, while the diffusion terms are 0.1435 and 0.1447 eV. The source density is low by 0.8 %, which is less than the drift deficit of 2.7 %. The gradient also contributes. At small depth ψ ≈ ψₛ − yEₛ, and Eₛ = κₒ(u − ψₛ)/(κₛt) falls toward the drain, so

∂ψ/∂x ≈ [1 + κₒy/(κₛt)] dψₛ/dx.

The surface gradient is thus too small for electrons at finite depth. At the source Eₛ = 0.0069 eV/Å. The linear form holds only for y well below θ/Eₛ = 3.6 Å, because the electrons themselves bend the potential on that scale. It fixes the sign of the correction but overstates its size. At y = 3.6 Å it gives 3.6/150 = 2.4 %, whereas the depth-resolved profile gives 1.6 %; at 10 Å and 20 Å the true excess is only 2.6 % and 2.8 %. Weighted with the electron density, the excess is 1.7 % at the source and 2.5 % at the drain. Over the whole channel the density accounts for about 0.8 and the gradient for about 1.9 percentage points of the 2.7 % drift deficit.

A different limit appears in saturation, at the drain end. There nₛ is negligible, and part (d) gives

dψₛ/dx = I/(μWθCm) ≈ 1.1×10⁻³ eV/Å.

Differentiating I = μW(nₛ + θCm) dψₛ/dx at constant I, with the slow variation of m neglected, gives

d²ψₛ/dx² ≈ (dψₛ/dx)²/θ ≈ 4.5×10⁻⁵ eV/Å².

The acceptor term of Poisson's equation, 4πN/κₛ with e²/(4πε₀) restored, is 1.5×10⁻⁶ eV/Å². The neglected derivative is thus about thirty times larger than a term that was kept. The gradual-channel approximation has failed in this end region, where a two-dimensional solution is needed. The saturated current stands for a channel much longer than that region, and the model misses the slow rise of current that follows when the region widens with V_D.

Constant mobility fails there as well. The mobility used here is about 380 cm²/(V s), so the lateral field dψₛ/dx ≈ 1.1×10⁻³ eV/Å found above would give a drift velocity near 4×10⁷ cm/s, whereas the velocity of electrons in silicon saturates near 10⁷ cm/s.

The closed terms also lose their basis when ψₛ is not several times θ, when the doping varies with depth, or when the mobility depends on the field. In the last case μ cannot be taken outside the integral along the channel.

Numerical values quoted here were computed with a short program.
